# Ordering and Degeneracy of One-Dimensional Bands from the Hill Discriminant

**Q.** I am told that in one dimension energy bands cannot overlap. Yet I can draw two cosine bands that cross. What forbids the drawing?

**A.** The wave equation does, if it is of the right kind. In Hartree atomic units, take one spinless particle on the whole line,

$$-\tfrac12\psi''(x)+V(x)\psi(x)=E\psi(x),\qquad V(x+a)=V(x),$$

with $V$ real, local, bounded and piecewise continuous. Then $\psi$ and $\psi'$ are continuous, and two numbers, $\psi(0)$ and $\psi'(0)$, fix the solution at a given $E$. Your drawing needs more states at one energy than two numbers allow.

**Q.** Two solutions per energy is only a count. Where does the crystal momentum enter?

**A.** Through one period. Let $c$ and $s$ be the real solutions with

$$c(0)=1,\quad c'(0)=0,\qquad s(0)=0,\quad s'(0)=1 .$$

Every solution is $\psi=\psi(0)\,c+\psi'(0)\,s$, so

$$\begin{pmatrix}\psi(a)\\ \psi'(a)\end{pmatrix}=M\begin{pmatrix}\psi(0)\\ \psi'(0)\end{pmatrix},\qquad M=\begin{pmatrix}c_a&s_a\\ c_a'&s_a'\end{pmatrix},$$

where a subscript $a$ means the value at $x=a$. The Wronskian $cs'-c's$ has derivative $cs''-c''s=2(V-E)(cs-cs)=0$. It equals 1 at $x=0$, so it is 1 everywhere and $\det M=1$.

A Bloch state obeys $\psi(x+a)=e^{ika}\psi(x)$ with real $k$. Both sides solve the same equation, because $V$ is periodic, so they agree everywhere if their values and slopes agree at $x=0$. The condition is therefore that $(\psi(0),\psi'(0))$ be an eigenvector of $M$ with eigenvalue $\mu=e^{ika}$. The characteristic equation is $\mu^2-D\mu+1=0$, with $D=c_a+s_a'$ the trace of $M$. Dividing by $\mu$ gives

$$D(E)=\mu+\mu^{-1}=2\cos ka .$$

This $D$ is the Hill discriminant. If $|D|>2$, the two roots are real with product 1 and neither has modulus 1. Solutions then grow or decay from cell to cell, and the energy lies in a gap or below the lowest band.

**Q.** That only moves the problem. $D(E)$ could wiggle inside the strip $-2<D<2$. It would then take one value of $2\cos ka$ several times within a band, and $E(k)$ would not be monotonic.

**A.** Then we need its slope. The energy enters the equation linearly and the initial data do not depend on it, so $c$ and $s$ are smooth in $E$. Let $u$ be either of them and $u_E=\partial u/\partial E$. Differentiating $u''=2(V-E)u$ gives

$$u_E''=2(V-E)u_E-2u,\qquad u_E(0)=u_E'(0)=0 .$$

The solution is

$$u_E(x)=2\int_0^x\big[c(x)s(t)-s(x)c(t)\big]u(t)\,dt .$$

To check it, differentiate once. The bracket vanishes at $t=x$, so

$$u_E'(x)=2\int_0^x\big[c'(x)s(t)-s'(x)c(t)\big]u(t)\,dt .$$

The second derivative has the end-point term $2(c's-s'c)u=-2u$, by the Wronskian. In the remaining integral $c''$ and $s''$ each supply a factor $2(V-E)$, which gives $2(V-E)u_E$. The equation is satisfied.

Now add $\partial c_a/\partial E$, from the first formula with $u=c$, and $\partial s'_a/\partial E$, from the second with $u=s$:

$$D'(E)=2\int_0^a\big[-s_a\,c^2+(c_a-s_a')\,cs+c_a'\,s^2\big]dx .$$

**Q.** The three coefficients can have any signs. Why should the integral not vanish?

**A.** Read the integrand as a quadratic form in the pair $(c,s)$. Its own discriminant, the square of the middle coefficient minus four times the product of the outer ones, is

$$(c_a-s_a')^2+4s_ac_a'=(c_a+s_a')^2-4(c_as_a'-s_ac_a')=D^2-4,$$

where the last step uses $\det M=1$. For $|D|<2$ this is negative, so the form is definite: it has one sign for every nonzero pair. The pair $(c(x),s(x))$ is never zero, since the Wronskian would vanish there. Hence

$$D'(E)\neq0\quad\text{whenever}\quad |D(E)|<2 .$$

There is no wiggle inside the strip.

**Q.** And on its border, $D=\pm2$?

**A.** There the form's discriminant is zero. Either the form is plus or minus a square $(pc+rs)^2$ with real $p,r$ not both zero, or all its coefficients vanish. In the first case the integral is nonzero, because $c$ and $s$ are linearly independent. In the second case $s_a=c_a'=0$ and $c_a=s_a'$. Writing $D=2\sigma$ with $\sigma=\pm1$, we get: at a border energy, $D'=0$ if and only if $M=\sigma\mathbf 1$.

**Q.** Then $D$ might arrive at 2 with zero slope and pass through it like a cubic. Your ordering of bands would be in trouble.

**A.** The second derivative excludes that. Let $M(E_0)=\sigma\mathbf 1$ and expand with $\varepsilon=E-E_0$:

$$M=\sigma(\mathbf 1+\varepsilon A+\varepsilon^2B+\dots).$$

For a $2\times2$ matrix, $\det(\mathbf 1+X)=1+\mathrm{tr}\,X+\det X$. So $\det M=1$ requires, order by order,

$$\mathrm{tr}\,A=0,\qquad \mathrm{tr}\,B=-\det A,$$

and therefore $D=\sigma(2-\varepsilon^2\det A)+O(\varepsilon^3)$.

The matrix $A=\sigma M'(E_0)$ follows from the formulas for $u_E$ and $u_E'$ at $x=a$, with $c_a=s_a'=\sigma$ and $s_a=c_a'=0$. Since $\sigma^2=1$,

$$A=2\begin{pmatrix}\int cs&\int s^2\\-\int c^2&-\int cs\end{pmatrix},$$

$$\Delta\equiv\det A=4\Big[\int c^2\int s^2-\Big(\int cs\Big)^2\Big]>0,$$

with all integrals over one cell. The inequality is that of Cauchy and Schwarz, strict because $c$ and $s$ are not proportional. So

$$D''(E_0)=-2\sigma\Delta .$$

A flat point at $D=2$ is a maximum, and one at $D=-2$ is a minimum. In both cases $D$ comes from inside the strip, touches the border and turns back inside.

**Q.** These are local facts. To order all the bands you must know how $D$ starts and that it keeps returning.

**A.** At the low end, take $E$ below every value of $V$. Then $c''=2(V-E)c$ is positive as long as $c$ is. Starting from $c=1$ with zero slope, $c$ rises and remains above 1. Likewise $s$ starts upwards, $s''>0$ while $s>0$, and $s'$ rises above 1. Hence $D=c_a+s_a'>2$.

At the high end, put $q=\sqrt{2E}$ and treat $2Vu$ as a source:

$$c(x)=\cos qx+\frac2q\int_0^x\sin q(x-t)\,V(t)c(t)\,dt .$$

Let $v$ be a bound on $|V|$ and $m$ the maximum of $|c|$ over the cell. Then $m\le1+(2av/q)m$, so $m\le2$ once $q\ge4av$. The integral term is thus of order $1/q$. The same argument for

$$s(x)=\frac{\sin qx}{q}+\frac2q\int_0^x\sin q(x-t)\,V(t)s(t)\,dt$$

gives $|s|\le2/q$. Differentiating, $s'(x)=\cos qx+2\int_0^x\cos q(x-t)\,Vs\,dt$, whose integral is again of order $1/q$. Therefore

$$D=2\cos qa+O(1/q),$$

and $D$ changes sign without end as $E$ grows.

**Q.** Then follow the curve for me, without skipping the turning points.

**A.** Start at low energy, where $D>2$, and raise $E$ until $D$ first equals 2. A zero slope there would make the point a maximum, which contradicts $D>2$ just below it. So $D'<0$ and the curve enters the strip: the first band begins.

Inside the strip $D'$ cannot vanish, so $D$ keeps falling. It cannot stay inside for ever, because it would then change sign at most once. It therefore reaches $-2$, having taken each value between 2 and $-2$ once. Two things can happen.

- If $D'<0$ there, the curve leaves the strip and a gap opens. Later sign changes force it back to $-2$ from below. A zero slope at the return would make that point a minimum, which contradicts $D<-2$ just before it. So it enters with $D'>0$.
- If $D'=0$ there, then $M=-\mathbf 1$, the point is a minimum, and the curve turns back at once. The gap has zero width.

Either way the second band has rising $D$, from $-2$ to 2. At $D=2$ the argument repeats with signs reversed. By induction, band $n$ has

$$(-1)^nD'(E)>0$$

in its interior and covers $-2<D<2$ once. No finite energy range holds infinitely many bands, since a continuous $D$ cannot swing between $-2$ and 2 infinitely often there. The numbering therefore reaches every band.

**Q.** So what exactly is proved about overlap and about $E(k)$?

**A.** Band interiors are disjoint, because they are separate intervals of the energy axis. Neighbouring bands may share an end point, so "never overlap" does not mean "never touch".

For $0<ka<\pi$, each band has one energy $E_n(k)$ with $D(E_n)=2\cos ka$. Differentiating with respect to $k$,

$$\frac{dE_n}{dk}=-\frac{2a\sin ka}{D'(E_n)} .$$

The sine is positive and $D'$ has the sign $(-1)^n$, so the slope has the sign $(-1)^{n+1}$. From zone centre to zone boundary, odd bands rise strictly and even bands fall strictly. On the other half of the zone $E_n(-k)=E_n(k)$, since the cosine is even.

**Q.** You have counted energies, not states. Could there be hidden degeneracy?

**A.** Count the eigenvectors of $M$. Inside a band its eigenvalues $e^{ika}$ and $e^{-ika}$ differ, so there are two Bloch states, one at $k$ and one at $-k$, and no more.

At an edge both eigenvalues equal $\sigma$. If the gap is open, $M\ne\sigma\mathbf 1$ and there is one eigenvector. The second solution is not a Bloch state. To see what it does, write $N=M-\sigma\mathbf 1$. The Cayley–Hamilton theorem gives $M^2-2\sigma M+\mathbf 1=0$, that is, $N^2=0$, so after $j$ cells

$$M^j=\sigma^j(\mathbf 1+j\sigma N),$$

and the second solution grows linearly.

If $M=\sigma\mathbf 1$, every solution is a Bloch state. There are two independent ones with the same $k$, either $0$ or $\pi/a$, where $\pi/a$ and $-\pi/a$ are the same crystal momentum. By the walk along $D$, this happens exactly where the gap is closed. No energy therefore carries more than two Bloch states, and two states share one $k$ only at a closed gap.

**Q.** Would $E(k)$ look different at the two kinds of edge?

**A.** Yes. Let $\kappa$ be the distance in $k$ from the edge, so that $2\cos ka=2\sigma\cos\kappa a=\sigma(2-a^2\kappa^2)$ to second order. At an open edge $D=2\sigma+D'(E_0)(E-E_0)$ to first order, hence

$$E-E_0=-\frac{\sigma a^2\kappa^2}{D'(E_0)}=\frac{\kappa^2}{2m^*},\qquad m^*=-\frac{\sigma D'(E_0)}{2a^2} .$$

At a closed gap $D=\sigma(2-\Delta\varepsilon^2)$, hence $\Delta\varepsilon^2=a^2\kappa^2$ and

$$E-E_0=\pm\frac{a}{\sqrt\Delta}\,|\kappa| .$$

To first order in $\kappa$ these are two straight lines crossing; farther from the edge both branches bend. The free particle is a check. With $c=\cos qx$, $s=\sin(qx)/q$ and $qa$ a positive multiple of $\pi$, the integrals are $\int c^2=a/2$, $\int s^2=a/(2q^2)$ and $\int cs=0$. So $\Delta=a^2/q^2$ and the speed is $q$, as it must be. All gaps are closed in that case.

**Q.** A free particle is a trivial crystal. Can a real modulation leave a gap closed?

**A.** It can be arranged. Take a well ($V=0$) and a barrier ($V=V_0$), each 2 bohr wide, so $a=4$ bohr. With $q_1=\sqrt{2E}$ in the well, $q_2=\sqrt{2(E-V_0)}$ in the barrier, $C_i=\cos2q_i$ and $S_i=\sin2q_i$, each piece has the matrix

$$T_i=\begin{pmatrix}C_i&S_i/q_i\\-q_iS_i&C_i\end{pmatrix},\qquad M=T_2T_1 .$$

Let the well hold two half-waves, $2q_1=2\pi$, and the barrier one, $2q_2=\pi$. Then $T_1=\mathbf 1$, $T_2=-\mathbf 1$ and $M=-\mathbf 1$. The energy is $E_0=\pi^2/2=4.9348$ hartree (134.28 eV), and the barrier must be $V_0=E_0-\pi^2/8=3\pi^2/8=3.7011$ hartree.

The computed bands are as follows, with energies in hartree, $D'$ in 1/hartree and the velocity $dE/dk$ in atomic units. The last two columns are for $ka=\pi/2$.

| $n$ | bottom | top | $D'$ | $dE/dk$ |
|---|---|---|---|---|
| 1 | 0.6441 | 0.6530 | −454.29 | 0.0176 |
| 2 | 2.3706 | 2.4763 | 38.07 | −0.2101 |
| 3 | 4.0374 | 4.9348 | −6.536 | 1.2240 |
| 4 | 4.9348 | 6.6791 | 3.225 | −2.4805 |
| 5 | 7.2098 | 9.5354 | −2.378 | 3.3643 |

The signs alternate as derived. For band 3 the velocity is $-2a/D'=-8/(-6.536)=1.224$. Gaps 1, 2, 4 and 5 measure 1.7176, 1.5610, 0.5307 and 0.2732 hartree. The third is closed.

**Q.** Might another gap, higher up, be closed as well?

**A.** Not in this crystal. The bands begin at 0.6441 hartree, so $q_1>0$. Multiplying the matrices, the off-diagonal elements of $M$ vanish if

$$\frac{S_1C_2}{q_1}+\frac{C_1S_2}{q_2}=0,\qquad q_1S_1C_2+q_2C_1S_2=0 .$$

For $E>V_0$, these are two linear equations for $S_1C_2$ and $C_1S_2$ with determinant $q_2/q_1-q_1/q_2\ne0$, so both products vanish. Either $C_1=C_2=0$ or $S_1=S_2=0$. In the first case $c_a=-(q_1/q_2)S_1S_2$ has modulus $q_1/q_2\neq1$, so $M\ne\pm\mathbf 1$. In the second, $2q_1=m\pi$ and $2q_2=l\pi$ with positive integers. Then $q_1^2-q_2^2=2V_0=3\pi^2/4$ gives $m^2-l^2=(m-l)(m+l)=3$, whose one solution is $m=2$, $l=1$.

For $E<V_0$, $q_2$ is imaginary. The determinant is still nonzero, but $C_2$ is a hyperbolic cosine and $S_2$ is proportional to a nonzero hyperbolic sine. Both products would then need $S_1=C_1=0$, which is impossible. At $E=V_0$, $S_2/q_2$ becomes 2 and $q_2S_2$ becomes 0. The second condition gives $S_1=0$, and the first then fails.

**Q.** Show me the crossing in numbers.

**A.** At $E_0$ the solution $c$ is a cosine of unit amplitude in both pieces, so $\int c^2=1+1=2$ bohr. The solution $s$ is a sine with amplitude $1/q_1=1/\pi$ in the well and, since its slope is 1 on entering the barrier, $1/q_2=2/\pi$ there. So $\int s^2=1/\pi^2+4/\pi^2=0.5066$ bohr³. The integral of $cs$ vanishes, because each piece holds whole half-waves. Then

$$\Delta=4\times2\times0.5066=4.053\ \text{hartree}^{-2},$$

$D''=2\Delta=8.106$ hartree$^{-2}$, and the crossing speed is $4/\sqrt{4.053}=1.987$ atomic units. Plane-wave diagonalization near the zone boundary also gives 1.987. This is the slope at the crossing itself: at $\kappa=0.1$ bohr$^{-1}$ the ratio $(E-E_0)/\kappa$ is already $-1.91$ in band 3 and $2.06$ in band 4.

Compare the open edge at the bottom of band 3, where $\sigma=1$ and $D'=-9.0435$ hartree$^{-1}$. The mass is $9.0435/(2\times16)=0.2826$ electron masses, and the plane-wave bands give the same four digits. There $M$ has rows $(1.8946,\,1.0178)$ and $(-0.7864,\,0.1054)$. Its trace is 2, but it is far from the unit matrix, so this edge has one Bloch state.

**Q.** How delicate is the closed gap?

**A.** It depends on the tuning. Raise the barrier by 10%, that is, by $\delta V=0.3701$ hartree. The degenerate states $c$ and $s$ have the fractions $1/2$ and $4/5$ of their weight in the barrier, and the integral of $cs$ over the barrier is zero. First-order degenerate perturbation theory therefore splits them by $(4/5-1/2)\,\delta V=0.111$ hartree. Diagonalization gives 0.1203 hartree (3.274 eV). The remainder, about 8% of the computed gap, is beyond first order.

**Q.** Then when may I keep my crossing cosine bands?

**A.** The proof no longer forbids them when the equation is not a local, scalar one of second order. Two uncoupled chains side by side have two independent sets of bands, and nothing prevents one set from overlapping the other. A nonlocal potential, such as Hartree–Fock exchange, is also outside the proof, because two initial numbers need not fix the solution.

Monotonicity can fail too. Replace the kinetic energy by $p^4/4-p^2/2$, a fourth-order operator, and add the weak potential $0.020\cos(2\pi x/a)+0.016\sin(4\pi x/a)$ hartree, with $a=4$ bohr. The lowest band lies at $-0.0007$ hartree at the zone centre and $-0.2233$ hartree at the boundary, but on the computed grid its minimum is $-0.2509$ hartree at $k=0.569$ bohr$^{-1}$, inside the zone. The kinetic energy has its minimum, $-0.25$ hartree, at $p=\pm1$, and $p=-1$ folds back to $k=-1+\pi/2=0.571$ bohr$^{-1}$. Four initial numbers now fix a solution, so one energy can carry more than one pair $\pm k$.

The numerical check also applies the slope formula, the band ordering and the monotonicity to a smooth potential without inversion symmetry. The proof did not use that symmetry. The relation $E_n(-k)=E_n(k)$ came from $\det M=1$, which pairs the eigenvalues $\mu$ and $\mu^{-1}$ and so makes the condition $D=2\cos ka$ even in $k$.

## Values computed for the example and the checks

```
well width, barrier width, period: 2.0, 2.0, 4.0 bohr
barrier height V0: 3.701102 hartree
zone boundary pi/a: 0.785398 1/bohr
band: bottom, top, width (hartree)
  1: 0.644147, 0.652953, 0.008806
  2: 2.370591, 2.476307, 0.105717
  3: 4.037352, 4.934802, 0.897450
  4: 4.934802, 6.679088, 1.744286
  5: 7.209830, 9.535404, 2.325574
gap: size (hartree), largest |D| in the gap
  1: 1.717638, 87.11110
  2: 1.561045, 10.27377
  3: 0.000000, 2.00000
  4: 0.530742, 2.12503
  5: 0.273190, 2.02019
band at ka=pi/2: E (hartree), D' (1/hartree), v from D', v plane waves (a.u.)
  1: 0.648516, -454.2888, 0.01761, 0.01761
  2: 2.420383, 38.0685, -0.21015, -0.21015
  3: 4.292436, -6.5361, 1.22396, 1.22396
  4: 5.819600, 3.2252, -2.48047, -2.48047
  5: 8.242670, -2.3779, 3.36432, 3.36431
closed gap energy: 4.934802 hartree = 134.283 eV
integrals c^2, s^2 there: 2.000000 bohr, 0.506606 bohr^3
|integral cs| there: 2.0e-13 bohr^2
Delta at closed gap: 4.05285 1/hartree^2
D'' formula, finite difference: 8.10569, 8.10569 1/hartree^2
crossing speed formula, plane waves: 1.98692, 1.98689 a.u.
D' at bottom of band 3: -9.04351 1/hartree
mass there, formula, plane waves: 0.28261, 0.28262 electron masses
M at bottom of band 3, row 1: 1.89462, 1.01779 (second in bohr)
M at bottom of band 3, row 2: -0.78635, 0.10538 (first in 1/bohr)
third gap with barrier 10% higher: 0.12033 hartree = 3.274 eV
smooth test potential amplitudes v1, v2: 1.0, 0.8 hartree
fourth-order contrast, amplitudes: 0.020, 0.016 hartree
  lowest band at k=0 and k=pi/a: -0.00070, -0.22333 hartree
  interior minimum: -0.25090 hartree at k = 0.5694 1/bohr
```
